Square-root magnetoresistance of a film with balanced electron and hole regions, part 1

(Sections cited here and not found follow in the second part.)

## First half: the dual film and the resistivity

**Q:** You say that a film made of electron regions and hole regions has a magnetoresistance that can be calculated without knowing the shape of the regions. I doubt it at the first step. With one kind of carrier and one mobility, the simple Drude model has no magnetoresistance at all. Where should any come from?

**A:** Let us first see that you are right about a single region. The film lies in the xy plane, is thin enough for the current to be two-dimensional, and stands in a uniform field B along +z. In a hole region the carriers have charge +e, sheet density p and mobility μ. Their steady drift velocity v obeys

v = μ(E + v×B).

Multiply by ep. The sheet current density is J = epv, and with the zero-field sheet conductivity s = epμ this reads

J = sE + μ J×B.

Let R be the rotation by +90° in the plane, so that R(x, y) = (−y, x) and R² = −1. For B along +z, J×B = (J_y B, −J_x B) = −B RJ. With β = μB,

J = sE − βRJ for holes.

Electrons have charge −e, density n and the same positive number μ, so v = −μ(E + v×B) and J = −env. Multiplying the drift equation by −en gives J = enμE + enμ v×B. Since env = −J, the last term is −μ J×B = +βRJ. Hence

J = sE + βRJ for electrons, with s = enμ.

Both cases are covered by a sign η, equal to +1 for holes and −1 for electrons:

(1 + ηβR)J = sE.

The local resistivity tensor, defined by E = ρJ, is therefore

ρ = (1 + ηβR)/s.

Its diagonal elements are 1/s at every field. The field enters through the Hall elements ρ_yx = ηβ/s and ρ_xy = −ηβ/s. A uniform region has no longitudinal magnetoresistance in this model, as you said.

**Q:** Then an average over regions with the same diagonal resistivity should give the same diagonal resistivity again.

**A:** That would follow if the current density were uniform. It cannot be, in general. If J were uniform and crossed an interface at right angles, the Hall field along the interface would be +βJ/s on the hole side and −βJ/s on the electron side. But the tangential electric field must be continuous. The current has to rearrange itself, and this costs heat. How much is the question.

We shall need the inverse law too. Because R² = −1,

(1 − ηβR)(1 + ηβR) = 1 − η²β²R² = 1 + β²,

so that

J = σE, σ = s(1 − ηβR)/(1 + β²).

Let the hole regions have s = s₁ and the electron regions s = s₂. I do not require these to be equal. I do require the same β, that is, the same mobility magnitude.

**Q:** What equations fix the fields, and what do you assume at the interfaces?

**A:** In the steady state E is curl-free and J is divergence-free:

∂ₓE_y − ∂_yEₓ = 0, ∂ₓJₓ + ∂_yJ_y = 0.

At an interface the tangential part of E and the normal part of J are continuous. This says that the interface is an ohmic contact of no resistance. It also says that the electrons and holes meeting there recombine or are generated as fast as the current demands.

In two dimensions these equations have a symmetry. Rotate the electric field: RE = (−E_y, Eₓ). Its divergence is

−∂ₓE_y + ∂_yEₓ = 0.

Rotate the current: RJ = (−J_y, Jₓ). Its curl is

∂ₓJₓ + ∂_yJ_y = 0.

So a rotated electric field can serve as a current, and a rotated current can serve as an electric field. With a constant c, which has the dimension of a sheet conductivity, define

J′ = cRE, E′ = RJ/c.

**Q:** The bulk equations hold, but you have jumps. Does the rotation respect the interface conditions?

**A:** Let n be the unit normal of an interface and t = Rn its tangent. The transpose of R is −R, so

n·J′ = c n·RE = −c (Rn)·E = −c t·E.

This is continuous because t·E is. Also, since a rotation preserves scalar products,

t·E′ = (Rn)·(RJ)/c = n·J/c,

which is continuous because n·J is. The primed fields are therefore admissible fields in the plane with the same interfaces.

**Q:** Admissible in what material? You cannot choose the fields and the film independently.

**A:** The material follows from the definitions. From E′ = RJ/c we have J = cR⁻¹E′. Then

J′ = cRE = cRσ⁻¹J = c²Rσ⁻¹R⁻¹E′.

The local σ⁻¹ is a combination of 1 and R, so it commutes with R, and the two outer rotations cancel:

J′ = σ′E′, σ′ = c²σ⁻¹ = c²(1 + ηβR)/s.

Look at the sign in front of R. The original law had −ηβR, and the dual law has +ηβR. A place that held holes now has a conductivity tensor of the electron type, and the reverse. The magnetic field itself has not been changed.

**Q:** The electron type, perhaps, but with the right magnitude?

**A:** That is what c is for. In the hole regions we want σ′ to be the tensor of the electron material:

c²(1 + βR)/s₁ = s₂(1 + βR)/(1 + β²).

This holds if

c² = s₁s₂/(1 + β²).

In the electron regions we want the tensor of the hole material:

c²(1 − βR)/s₂ = s₁(1 − βR)/(1 + β²).

This needs the same c². One constant serves both kinds of region, so the dual film is the original film with its two materials exchanged. Had the two mobilities differed, the bracket on the left would have contained β₁ and the one on the right β₂, and no choice of c could have matched them.

**Q:** You have related two films, each with complicated fields. An experiment measures neither field in detail.

**A:** It measures averages. Let angle brackets denote the average over the area of a large film, or over one cell if the film is periodic. The effective conductivity tensor is defined by

⟨J⟩ = σ_e⟨E⟩.

Averaging the definitions of the dual fields gives ⟨J′⟩ = cR⟨E⟩ and ⟨E′⟩ = R⟨J⟩/c. The steps that led to σ′ can be repeated with averages:

⟨J′⟩ = cRσ_e⁻¹⟨J⟩ = c²Rσ_e⁻¹R⁻¹⟨E′⟩.

Hence the film with exchanged materials has the effective tensor

σ_e(exchanged) = c²Rσ_e⁻¹R⁻¹.

I have not cancelled the rotations here, because σ_e may be anisotropic and need not commute with R.

**Q:** How do you know that σ_e has an inverse?

**A:** From the heat. Write E = ⟨E⟩ − ∇w, where w is periodic on the cell. Since J is divergence-free, ∇w·J = ∇·(wJ), and the average of this divergence over the cell vanishes because its boundary terms cancel. At the interfaces nothing is left over, since w and the normal current are continuous. So

⟨E·J⟩ = ⟨E⟩·⟨J⟩.

For a large disordered film the boundary terms become negligible compared with the area. Locally J·RJ = 0, so E·J = J·ρJ = |J|²/s, which is positive wherever current flows. It follows that ⟨E⟩·σ_e⟨E⟩ > 0 for every non-zero mean field. No mean field can then give a zero mean current, and the inverse exists.

The same fact fixes the sign of the determinant. Write σ_e as a symmetric part S plus hR. The product ⟨E⟩·R⟨E⟩ vanishes, so S alone is positive definite. Writing out the two-by-two determinant gives

det σ_e = det S + h² > 0.

**Q:** The double rotation is still awkward. What does it do?

**A:** It turns an inverse into a transpose. Take a general matrix, written by rows,

M = [[a, b], [d, f]], M⁻¹ = [[f, −b], [−d, a]]/det M.

For any N = [[N₁, N₂], [N₃, N₄]], multiplication with R = [[0, −1], [1, 0]] gives

RN = [[−N₃, −N₄], [N₁, N₂]].

Multiplication from the right with R⁻¹ = [[0, 1], [−1, 0]] gives

RNR⁻¹ = [[N₄, −N₃], [−N₂, N₁]].

Insert N = M⁻¹, so that N₁ = f, N₂ = −b, N₃ = −d and N₄ = a, each divided by det M:

RM⁻¹R⁻¹ = [[a, d], [b, f]]/det M = Mᵀ/det M.

The relation between the two films becomes

σ_e(exchanged) = c² σ_eᵀ/det σ_e.

So far nothing has been assumed about the areas or the shapes of the regions.

**Q:** Then it should survive an ugly example.

**A:** I took a periodic cell of three by three square tiles, with three electron tiles forming an L and six hole tiles. The values were s₁ = 1.5, s₂ = 0.6 and β = 1, in arbitrary conductivity units. The effective tensors of this film and of its exchanged partner were found by solving the field equations with finite elements, without using duality. The largest deviation of any element from the relation was 0.00017 relative to c. This is a discretization error of the solution, since the relation itself contains no approximation within the model.

**Q:** Fine, but it relates one unknown tensor to another.

**A:** Now the balance of the film enters. Suppose that exchanging the two materials leaves the effective tensor unchanged. This is what I mean by statistically equivalent regions: the electron regions and the hole regions cover equal areas, and their geometrical statistics are the same, so a large film cannot tell which material occupies which set. Then

σ_e = c² σ_eᵀ/det σ_e.

Take the determinant of both sides. A factor multiplying a two-by-two matrix enters the determinant squared, and a transpose has the same determinant:

det σ_e = c⁴ det σ_e/(det σ_e)² = c⁴/det σ_e.

So (det σ_e)² = c⁴, and since the determinant is positive, det σ_e = c². Putting this back gives σ_e = σ_eᵀ. The effective tensor is symmetric, so there is no effective Hall effect.

**Q:** A symmetric tensor with a known determinant still has two unknown numbers in it.

**A:** Yes, and isotropy removes them. If the film looks the same after a rotation by 90°, then Rσ_eR⁻¹ = σ_e. Comparing N with RNR⁻¹ above, this requires N₁ = N₄ and N₂ = −N₃, so σ_e is a multiple of 1 plus a multiple of R. Symmetry forbids the second part. What remains is a positive scalar whose square is c²:

σ_e = c = √(s₁s₂/(1 + β²)).

The effective resistivity is its inverse. With ρ₁ = 1/s₁ and ρ₂ = 1/s₂,

ρ_e = √(ρ₁ρ₂) √(1 + μ²B²).

If the densities in the two kinds of region are equal as well, then ρ₁ = ρ₂ = ρ₀ and

ρ_e = ρ₀√(1 + μ²B²).

**Q:** I had expected equal densities to be essential.

**A:** They are not needed for the growth with field. They only decide whether the prefactor is ρ₀ or the geometric mean √(ρ₁ρ₂). In a checkerboard with the same s₁ = 1.5, s₂ = 0.6 and β = 1, the formula gives √(2/0.9) = 1.4907, and the finite-element solution gives 1.4908, in inverse conductivity units.

**Q:** Is there any film that satisfies your statistical condition without an appeal to infinite size?

**A:** The infinite checkerboard does. A shift by one tile side exchanges its materials, and a shift cannot alter an effective tensor. A rotation by 90° about the centre of a tile maps the pattern onto itself, which supplies the isotropy. For a disordered film the condition holds in the limit of many regions, and a finite sample will deviate from it.

**Q:** And the limits in the field?

**A:** For β much smaller than 1, √(1 + β²) ≈ 1 + β²/2, so the growth starts quadratically, as it must for a smooth function of B that does not change when B is reversed. For β much larger than 1 and equal densities n, the resistivity tends to

ρ_e ≈ ρ₀μB = B/(en),

because ρ₀ = 1/(enμ). The mobility has dropped out. What appears along the current is the Hall resistivity of a single region, although the film as a whole has no Hall effect.

## Second half: conditions, current crowding and a device

**Q:** Before I attack the conditions, remind me of what we are holding on to.

**A:** The field B is along +z, R rotates by +90°, and β = μB. Hole regions have η = +1 and zero-field sheet conductivity s₁; electron regions have η = −1 and s₂. The local resistivity tensor is ρ = (1 + ηβR)/s. With c² = s₁s₂/(1 + β²), exchanging the materials in any geometry gives

σ_e(exchanged) = c² σ_eᵀ/det σ_e.

If exchange changes nothing and the film is isotropic, then ρ_e = 1/c and the Hall resistivity vanishes. We also have ⟨E·J⟩ = ⟨E⟩·⟨J⟩. For equal densities I write s₁ = s₂ = 1/ρ₀.

**Q:** Take stripes of equal width. Exchange is a shift by one stripe, so they are balanced. Do they obey the square root?

**A:** Not in either principal direction. Let the stripes have equal densities and normals along x. The continuous quantities Jₓ and E_y are then uniform throughout, while J_y and Eₓ may differ from stripe to stripe. The local law reads

Eₓ = ρ₀(Jₓ − ηβJ_y), E_y = ρ₀(J_y + ηβJₓ).

First drive the current across the stripes, with ⟨J_y⟩ = 0. The average of the second equation, with ⟨η⟩ = 0, gives E_y = 0. Hence J_y = −ηβJₓ, and the first equation becomes

Eₓ = ρ₀(1 + β²)Jₓ.

The current runs in a zigzag, and the resistivity across is ρ₀(1 + β²). Now drive the current along the stripes, with Jₓ = 0. Then E_y = ρ₀J_y, and the Hall field Eₓ = −ηβρ₀J_y averages to zero. The resistivity along is ρ₀. The geometric mean of the two is ρ₀√(1 + β²), as the determinant demands, but each direction by itself behaves differently. At β = 2 the finite-element solution gives 5.0000ρ₀ across and 1.0000ρ₀ along. Isotropy is a real condition.

**Q:** And equal areas? Suppose that I keep the densities equal but let the holes cover more of the film.

**A:** Then part of the result survives. For s₁ = s₂, exchanging the materials changes η to −η everywhere and nothing else. In the local law this is the same as reversing B. We therefore need to know how σ_e behaves under field reversal.

Take a solution E₁, J₁ at field B and a solution E₂, J₂ at −B, in the same film. The local tensor obeys σ(−B) = σ(B)ᵀ, so at each point

E₂·J₁ = E₂·σ(B)E₁ = E₁·σ(−B)E₂ = E₁·J₂.

The argument that gave ⟨E·J⟩ = ⟨E⟩·⟨J⟩ used only that one field is curl-free and the other divergence-free. It holds for these mixed products too. Averaging gives

⟨E₂⟩·σ_e(B)⟨E₁⟩ = ⟨E₁⟩·σ_e(−B)⟨E₂⟩

for any two mean fields, and so σ_e(−B) = σ_e(B)ᵀ. The exchange relation becomes

σ_eᵀ = c² σ_eᵀ/det σ_e, hence det σ_e = c².

For equal densities this is true at any area fraction and in any geometry.

For a balanced, isotropic film with a single mobility magnitude, the effective resistivity is √(ρ₁ρ₂) √(1 + μ²B²) without a Hall effect, and for equal densities det σ_e = c² holds even without balance or isotropy. What remains is to see what the balance of areas adds, where the current crowds, and how far the result applies to a graphene device.
